# Critical Thickness for Channel Cracking of a Crystallizing Oxide Film

**Q.** An amorphous oxide film is deposited on glass without trouble. It is heated, it crystallizes, and it may crack. Where does the driving stress come from?

**A.** Take an oxide whose crystal is denser than its glass. If the density rises by a fraction $d$, a free piece of fixed mass has its volume divided by $1+d$ and each length divided by $(1+d)^{1/3}$. The linear shrinkage is

$$\varepsilon = 1-(1+d)^{-1/3}.$$

The substrate holds the film at its old lateral size, so relative to its new natural size the film is stretched by $\varepsilon/(1-\varepsilon)\approx\varepsilon$ in both in-plane directions, since $\varepsilon$ is small. I count tension as positive and take the film as isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$. The top surface is free, so the normal stress vanishes and the two in-plane stresses are equal:

$$\varepsilon=\frac{\sigma-\nu\sigma}{E}\quad\Rightarrow\quad \sigma=\frac{E\varepsilon}{1-\nu}.$$

This assumes that the full shrinkage is stored elastically. Any flow during crystallization lowers $\sigma$.

**Q.** Then I know the stored energy. Can I set it equal to the energy of the new surfaces?

**A.** Not all of it is available. Let $x$ be the in-plane direction normal to the crack, $s$ the direction along it and $y$ the depth below the surface. The stored energy per volume is

$$\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=\frac{(1-\nu)\sigma^2}{E}.$$

A long straight crack can relax $\sigma_{xx}$, but the length along $s$ stays fixed. Before relaxation the strain along $s$ is $(\sigma-\nu\sigma)/E$. Afterwards $\sigma_{xx}=0$ and the same strain is $\sigma_{ss}/E$, so $\sigma_{ss}=(1-\nu)\sigma$ remains. The energy released per volume of fully relaxed film is therefore

$$\frac{(1-\nu)\sigma^2}{E}-\frac{(1-\nu)^2\sigma^2}{2E}
=\frac{(1-\nu)\sigma^2}{2E}\,[2-(1-\nu)]
=\frac{(1-\nu^2)\sigma^2}{2E}=\frac{\sigma^2}{2E'},$$

with the plane-strain modulus $E'=E/(1-\nu^2)$.

**Q.** Fully relaxed over what width? The film is still bonded to the glass.

**A.** The width is the real unknown, and it has to come from elasticity. First we need to know which states to compare. Consider a crack that cuts the film down to the interface and is already much longer than the film thickness $h$. When it advances by $d\ell$, the field around its front moves along unchanged. The net effect is to remove a slice of uncracked film far ahead and add a slice of cracked film far behind. If $W$ is the difference in elastic energy between these slices per unit length, and $G$ is the energy released per unit crack area, then

$$G\,h\,d\ell=W\,d\ell\quad\Rightarrow\quad G=\frac{W}{h}.$$

The complicated three-dimensional front drops out.

**Q.** How long must the crack be before that holds?

**A.** A reduced model gives an estimate. Treat the film as a sheet tied to an elastic foundation that pulls back with force $ku$ per area, where $u$ is the displacement normal to the crack. Keep that displacement alone. Balance of forces gives

$$E'h\,u_{xx}+\mu h\,u_{ss}=ku,\qquad \frac{\mu}{E'}=\frac{E}{2(1+\nu)}\,\frac{1-\nu^2}{E}=\frac{1-\nu}{2}.$$

Far behind the front, $u$ does not depend on $s$. The decaying solution is $u=Ae^{-x/\lambda}$ with $\lambda=\sqrt{E'h/k}$. The crack face is stress-free, so the added stress there must cancel $\sigma$:

$$E'u_x(0)=-\frac{E'A}{\lambda}=-\sigma\quad\Rightarrow\quad A=\frac{\sigma\lambda}{E'}.$$

The faces separate by $2A$ as their traction falls linearly from $\sigma$ to zero. The work given up is

$$W=\tfrac12\sigma h(2A)=\frac{\sigma^2h\lambda}{E'},\qquad G=\frac{\sigma^2\lambda}{E'}.$$

For cracks of finite length the sheet equation was solved numerically with $\nu=0.30$. The ratio of $G$ to this steady value is about 0.55 at a half-length of $0.25\lambda$ (the grid used, coarse compared with this crack, gives 0.54), about 0.98 at $1.05\lambda$ and 1.00 at $4.05\lambda$. In this model the steady state is nearly reached once the half-length equals one decay length.

**Q.** A real substrate is not a bed of springs. What is $W$ there?

**A.** Start from the uncracked film and imagine agents that hold the future crack faces together with traction $\sigma$. Let them release the faces slowly, in proportion, while the distant boundaries do no work. The traction falls linearly to zero as the opening grows linearly to its final value $\delta(y)$. The elastic energy lost is

$$W=\tfrac12\,\sigma\int_0^h\delta(y)\,dy.$$

The stress along $s$ does not appear, because the strain along $s$ does not change during the release. It still changes the total stored energy, so the statement can be tested: the stored energy was summed from all stress components before and after cracking. For the film on glass treated below, the drop and the opening work both give 2.873 in units of $\sigma^2h^2/E'$.

**Q.** You still need $\delta$.

**A.** Its scaling follows without solving anything. Suppose the substrate is much thicker than $h$ and the crack stops at the interface. Then $h$ is the only length in the cross-section. The equations are linear, so $\delta$ is proportional to $\sigma/E'$ at fixed modulus ratio and Poisson ratios. Hence

$$\delta(y)=\frac{\sigma h}{E'}\,f(\eta),\qquad \eta=\frac yh,$$

where $f$ is dimensionless. With $dy=h\,d\eta$,

$$W=\tfrac12\sigma\,\frac{\sigma h}{E'}\,h\int_0^1 f\,d\eta=Z\,\frac{\sigma^2h^2}{E'},\qquad Z=\tfrac12\int_0^1 f\,d\eta,$$

and so $G=Z\sigma^2h/E'$. One factor of $h$ in $W$ comes from the area of the crack face, the other from how far it opens. Your width also follows: a fully relaxed strip of width $b$ would release $bh\sigma^2/(2E')$, which equals $W$ for $b=2Zh$.

**Q.** An unspecified number can hide a great deal. Is $Z$ of order one?

**A.** One case can be solved in closed form. Give film and substrate the same elastic constants, and let the top surface slide sideways but not move up or down. By reflection this is half of a crack occupying $-h<y<h$ in an infinite solid.

For $x>0$, take a harmonic function $\varphi(x,y)$ and set

$$2\mu u_x=-2(1-\nu)\varphi_x+x\varphi_{xx},\qquad 2\mu u_y=(1-2\nu)\varphi_y+x\varphi_{xy}.$$

Using $\varphi_{yy}=-\varphi_{xx}$, one finds

$$2\mu\,\nabla\!\cdot\mathbf u=-2(1-2\nu)\varphi_{xx},\qquad 2\mu\nabla^2\mathbf u=2\nabla\varphi_{xx}.$$

The equilibrium condition $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$ is therefore satisfied. On $x=0$ the shear stress is proportional to $[-2(1-\nu)+(1-2\nu)+1]\varphi_{xy}=0$. The normal stress there has two parts, $-(1-2\nu)\varphi_{xx}$ from $2\mu\,\partial_xu_x$ and $-2\nu\varphi_{xx}$ from the volume change, so $\sigma_{xx}=-\varphi_{xx}$. Write $g=-\varphi_x$. Since $\mu/(1-\nu)=E'/2$, on the plane $x=0$

$$u_x=\frac{2g}{E'},\qquad \sigma_{xx}=g_x.$$

The added field needs $g_x=-\sigma$ on the crack and $g=0$ on the intact plane, and must decay far away. With $\zeta=y+ix$ and the root whose real part is positive for $x>0$, the solution is

$$g=\sigma\left[\operatorname{Re}\sqrt{h^2-\zeta^2}-x\right].$$

On the crack the root is real and its $x$-derivative, $-iy/\sqrt{h^2-y^2}$, is imaginary, which leaves $g_x=-\sigma$. Beyond the crack the root is imaginary, so $g=0$. Far away its real part tends to $x$, which cancels the last term. The opening is twice $u_x$:

$$\delta=\frac{4\sigma}{E'}\sqrt{h^2-y^2},\qquad
Z=\tfrac12\int_0^1 4\sqrt{1-\eta^2}\,d\eta=2\cdot\frac{\pi}{4}=\frac{\pi}{2}.$$

**Q.** A real film has a free surface, and glass is softer than many oxides. Which way do these change $Z$?

**A.** Both raise it. The added displacement field minimizes its own elastic energy minus the work $\sigma\int\delta\,dy$ of the face load. In a linear body the elastic energy at the solution is half that work, so the minimum equals $-W$. Freeing the surface admits more displacement fields, and the minimum cannot rise. Making the substrate softer in both shear and plane compression lowers the elastic energy of every trial field, and again the minimum cannot rise. Hence $W$, and with it $Z$, cannot fall.

Finite elements supply the values. The method gives 1.5674 for the closed case, 0.2 % below $\pi/2=1.5708$. With a free surface and identical materials, $Z=1.97$. For a film with $E=150$ GPa and $\nu=0.30$ on glass with 70 GPa and 0.20, $Z=2.87$. A coarser mesh changes this last value from 2.873 to 2.864, and a body half as large gives 2.866. Finite elements approach $Z$ from below. Further refinement at the crack tip and a larger body raise it by about 0.5 %, to 2.89, which lowers the thresholds below by 1 to 2 nm. I keep 2.873 and take it to be good to about 1 %.

**Q.** Now balance the books. When can the crack run?

**A.** Let $\Gamma$ be the fracture energy per unit area of crack. It counts both new faces together, so an ideally brittle solid with surface energy $\gamma$ has $\Gamma=2\gamma$. When a long crack advances by $d\ell$, the total energy changes by

$$dU=\left(\Gamma h-Z\frac{\sigma^2h^2}{E'}\right)d\ell .$$

The cost is linear in $h$ and the gain quadratic, so the gain wins in thick films. Setting the bracket to zero and dividing by $h$ gives

$$h_c=\frac{\Gamma E'}{Z\sigma^2}.$$

Within the model, a long channel cannot run for $h<h_c$. For $h>h_c$ it can, provided a suitable flaw exists to start it. A short flaw has a smaller $G$, as the sheet model showed, so a film somewhat thicker than $h_c$ may survive if its flaws are small.

**Q.** So a stiffer film is safer, since the modulus stands in the numerator?

**A.** That holds at fixed stress and fixed $Z$. Crystallization fixes the strain instead. Inserting $\sigma=E\varepsilon/(1-\nu)$,

$$h_c=\frac{\Gamma}{Z}\,\frac{E}{(1-\nu)(1+\nu)}\,\frac{(1-\nu)^2}{E^2\varepsilon^2}
=\frac{\Gamma}{Z}\,\frac{1-\nu}{1+\nu}\,\frac{1}{E\varepsilon^2}.$$

At fixed misfit, $\Gamma$ and $\nu$, a stiffer film has a smaller critical thickness. On a given substrate the effect is reinforced, because the substrate becomes relatively softer and $Z$ cannot fall.

**Q.** Is there an elastic film for which the proportionality itself fails?

**A.** Yes. Put a soft layer of thickness $t$ and shear modulus $\mu_i$ between the film and a rigid substrate. A film displacement $u$ shears the layer by $u/t$, so the foundation constant is $k=\mu_i/t$ and $\lambda=\sqrt{E'ht/\mu_i}$. Let the crack cut this layer too, at a fracture cost much smaller than that of the film, so that no intact layer holds the film edge in place. Suppose also that $\lambda$ is much larger than both $h$ and $t$, so that the sheet model applies. Then $G=\sigma^2\lambda/E'=\Gamma$ gives

$$\sigma^4\,\frac{ht}{E'\mu_i}=\Gamma^2\quad\Rightarrow\quad h_c=\frac{\Gamma^2E'\mu_i}{\sigma^4t}.$$

The relaxed width now grows as $\sqrt h$ instead of $h$, and doubling the stress divides $h_c$ by sixteen. The earlier law needs $h$ to be the only length in the cross-section.

**Q.** Put in numbers for a film on bare glass.

**A.** Take rough values for an indium-oxide-like film on display glass, with the elastic constants above, $\Gamma=5$ J/m² and a densification of 1.5 %. Then

$$\varepsilon=1-1.015^{-1/3}=0.00495,\qquad
\sigma=\frac{150\times0.00495}{0.70}=1.06\ \text{GPa}.$$

With $E'=150/(1-0.09)=164.8$ GPa,

$$h_c=\frac{5\times164.8\times10^9}{2.873\times(1.061\times10^9)^2}\ \text{m}
\approx 255\ \text{nm}=0.255\ \mu\text{m}.$$

With the same film and stress on a substrate of identical elastic constants, the threshold would be 372 nm. The softer glass thus lowers it by about 31 %. At $h_c$ the equivalent relaxed width is $2Zh_c\approx1470$ nm. Matching $G$ in the two models gives $\lambda=Zh$, about 730 nm here, so by this estimate a crack approaches its steady state at a half-length somewhat below 1 µm.

**Q.** The film crystallizes hot and is used cold. Doesn't that add stress?

**A.** It does if the film contracts more than the glass. For an expansion difference of $3\times10^{-6}$ K⁻¹ and cooling by 225 K,

$$\Delta\sigma=\frac{150\times3\times10^{-6}\times225}{0.70}=0.145\ \text{GPa}.$$

The stress rises by 14 %, and $h_c$ falls to 197 nm. Flow during crystallization acts the other way. If 20 % of the original stress relaxes, and cooling is left out, $h_c$ is divided by $0.8^2$ and becomes 398 nm. The inverse square makes the retained stress an important input.

**Q.** You made the crack stop at the interface. Why shouldn't it enter the glass?

**A.** In linear elasticity it does. At the tip of a crack that ends on a softer substrate the stress here grows as $r^{-0.59}$, faster than $r^{-1/2}$, so the energy released by deepening the crack grows without bound as the extra depth goes to zero. For a 255 nm film it exceeds 8 J/m² until the crack is about 1.07 times the film thickness deep. Let its depth be $\xi h$, and let $W_\xi\sigma^2h^2/E'$ be the energy released per unit length. With fracture energy $\Gamma_g$ for the glass, the balance reads

$$W_\xi\frac{\sigma^2h^2}{E'}=\Gamma h+\Gamma_g(\xi-1)h
\quad\Rightarrow\quad
h=\frac{E'[\Gamma+\Gamma_g(\xi-1)]}{W_\xi\,\sigma^2}.$$

For $\Gamma_g=8$ J/m², the threshold is 247 nm at $\xi=1.05$, 255 nm at 1.20, 286 nm at 1.50 and 339 nm at 2.00. A shallow cut into the glass is therefore slightly favoured, and 255 nm is not a strict lower limit. The minimum lies near $\xi=1.06$ and reduces it by about 3 %.

**Q.** Could the film peel off instead?

**A.** Consider a long debonded edge whose front advances inward. Each newly freed area relaxes in one direction, with the length along the edge held fixed, and releases $\sigma^2h/(2E')$. At $h=h_c$ this is

$$\frac{\sigma^2h_c}{2E'}=\frac{\Gamma}{2Z}=\frac{5}{2\times2.873}=0.87\ \text{J/m}^2.$$

If the interface fracture energy is below this value, such a debond can already run at $h_c$, and cracking is no longer the sole concern.

**Q.** And is linear elasticity credible right at the crack tip?

**A.** Not at the tip itself. With a cohesive strength of about $E/10$, a rough assumption, the nonlinear zone has a size of order $E'\Gamma/(E/10)^2=3.7$ nm. That is about 1.4 % of $h_c$, small enough for the energy balance to be reasonable. For films only a few nanometres thick the argument would lose its footing.

**Q.** What does this say about a real oxide transistor?

**A.** Channel layers are roughly tens of nanometres thick, well below the example's threshold, while some transparent electrodes reach a few hundred nanometres, where the threshold matters. This comparison holds only for the assumed inputs. For a densification of 1.5 %, the stress of about 1 GPa is the fully retained value. Amorphous oxides can, however, be several percent less dense than their crystals. If fully retained, 3 % gives 2.1 GPa and $h_c\approx65$ nm, and 5 % gives 3.5 GPa and about 24 nm, within the range of channel layers. A fracture energy of 2 J/m² instead of 5 lowers every threshold by a further factor of 2.5. Real films can relax, and they can also carry stress from deposition; a compressive part would offset the tension. The two changes sized above, cooling and 20 % relaxation, move the result between about 200 and 400 nm at fixed densification and fracture energy. As a design rule, keeping $h$ below $h_c$ requires the final stress and the fracture energy of the actual film, a well-bonded interface, a thick substrate without a soft interlayer, and a margin for cracks that enter the glass and for slow crack growth in moist air, which can occur at an energy release below $\Gamma$. Steps and edges in a patterned device concentrate stress and need their own analysis. The numerical output lists the values used here.

## Numbers as computed

```
film Young modulus            150 GPa
film Poisson ratio            0.30
film plane-strain modulus     164.8 GPa
glass Young modulus           70 GPa
glass Poisson ratio           0.20
film fracture energy          5.0 J/m^2
densification                 1.50 %
linear misfit strain          0.495 %
film stress                   1.061 GPa
Z Griffith, closed form       1.5708
Z Griffith, finite elements   1.5674
Z identical substrate         1.971
Z glass substrate             2.873
Z glass, from stored energy   2.873
Z glass, coarser mesh         2.864
Z glass, body half as large   2.866
G/G_steady, half-length 0.25 decay lengths  0.536
G/G_steady, half-length 1.05 decay lengths  0.977
G/G_steady, half-length 4.05 decay lengths  1.000
critical thickness, glass     255 nm
critical thickness, identical 372 nm
relieved width 2 Z h_c        1465 nm
expansion difference          3.0e-06 1/K
cooling interval              225 K
added thermal stress          0.145 GPa
h_c with thermal stress       197 nm
relaxed part of stress        20 %
h_c with relaxation           398 nm
glass fracture energy         8.0 J/m^2
threshold, crack depth 1.05 h   247 nm
threshold, crack depth 1.20 h   255 nm
threshold, crack depth 1.50 h   286 nm
threshold, crack depth 2.00 h   339 nm
lowest threshold of scan      247 nm
interface energy for peeling  0.87 J/m^2
nonlinear tip zone            3.7 nm
```
